# Transmission Between Two Joined Chains and the Limit of Bardeen Theory, part 2

Two long chains of sites, with one orbital per site and non-interacting electrons, are joined by one bond. The question is what fraction of the arriving electrons crosses it, and why Bardeen's lowest-order tunnelling formula, based on the golden rule, can give more than one.

Sites $n\le 0$ form the left chain and sites $n\ge 1$ the right chain. Site energies are zero. Neighbours within a chain are coupled by $-t$, and the end sites 0 and 1 by $-t'$, with $t'=at$ and $a>0$. The energy is $E=-2t\cos k$ with $0<k<\pi$. Half filling puts half an electron per spin on every site and gives $E_F=0$, $k=\pi/2$, the band centre.

The transmission $T$ is the fraction of incoming flux that passes. A small voltage $V$ drives the current $I=(e^2/h)\,T(0)\,V$ per spin; two spins double it. The full solution is

$$T(E)=\frac{4a^2\sin^2k}{(1-a^2)^2+4a^2\sin^2k}.$$

Bardeen's value is

$$T_B(E)=4\pi^2t'^2\rho_L(E)\rho_R(E),$$

where $\rho_L$ and $\rho_R$ are the end-site densities of states of the separate chains, each $\sin k/(\pi t)$. Hence $T_B(E)=4a^2\sin^2k$. At the band centre $T=4a^2/(1+a^2)^2$ and $T_B=4a^2$. Near it,

$$\frac{\delta T}{T}\approx-(1-T)\frac{E^2}{4t^2}.$$

The difference can be traced to repeated crossings. A unit source at the end site of an isolated chain produces the amplitude $g=-e^{ik}/t$ there. Each transfer across the junction multiplies an amplitude by $-t'g$, which is $ia$ at the band centre. For a unit incoming wave the closed left chain supplies the amplitude 2 at site 0, so

$$\psi_0=2+ia\,\psi_1,\qquad \psi_1=ia\,\psi_0 .$$

Thus $\psi_0=2-a^2\psi_0$, and repeated substitution gives

$$\psi_1=2ia\,(1-a^2+a^4-\dots),$$

with $T=|\psi_1|^2$. The terms have one, three, five and more crossings; Bardeen's value keeps only the first.

The closing numerical output includes two checks on pairs of 300-site chains: the current after joining chains with 160 and 140 electrons per spin, and Bardeen's sum over separate-chain states.

**Q.** Does that series really settle on your answer when the first term already exceeds one?

**A.** For $a<1$ it is a convergent geometric series with sum $1/(1+a^2)$, whatever the size of the first term. At $a=0.6$, adding the crossings explicitly gave these transmissions:

| Crossings kept | $T$ |
|---:|---:|
| up to 1 | 1.437 |
| up to 3 | 0.589 |
| up to 5 | 0.851 |
| up to 7 | 0.752 |
| up to 61 | 0.777 |

The values swing around the limit because the terms alternate in sign and shrink. The full result is 0.7785. The sums lie slightly low because $g$ was computed by a continued fraction with a small damping, an imaginary energy of $0.001t$. That damping reduces $|g|$ by about 0.05%, and a single crossing contains $|g|^4$ in the transmission, hence 1.437 in place of 1.44.

For $a\ge1$ the terms no longer shrink and the series fails. The equation $\psi_0=2-a^2\psi_0$ still has the solution $2/(1+a^2)$, so the formula for $T$ survives where its expansion does not.

**Q.** Then Bardeen's value is at least the right beginning of an expansion?

**A.** Yes. With $1/(1+x)^2=1-2x+3x^2-\dots$ and $x=a^2$,

$$T=4a^2-8a^4+12a^6-\dots .$$

The numerical scattering solution at $a=0.02$ gave $-7.995$ for $(T-4a^2)/a^4$. The expansion predicts $-8+12a^2$, which is the same to the digits shown. One can also eliminate $a^2=T_B/4$:

$$T=\frac{T_B}{(1+T_B/4)^2},\qquad \frac{T_B}{T}=(1+a^2)^2 .$$

**Q.** So I may trust $T_B$ until it reaches one, and then stop?

**A.** No. Passing one proves that the approximation has failed, but the error is already large before that. The following values are at the band centre.

| $a$ | $T$ | $T_B$ | $T_B/T$ |
|---:|---:|---:|---:|
| 0.10 | 0.0392 | 0.0400 | 1.02 |
| 0.25 | 0.2215 | 0.2500 | 1.13 |
| 0.50 | 0.6400 | 1.0000 | 1.56 |
| 0.80 | 0.9518 | 2.5600 | 2.69 |
| 1.00 | 1.0000 | 4.0000 | 4.00 |

At $a=1/2$ the Bardeen value looks like a perfectly open channel, yet it is 56% above the true transmission, relative to the latter. For small $a$ the relative excess is $(1+a^2)^2-1\approx2a^2$, or about $T/2$. That is the useful measure of safety.

**Q.** Is the error always an overestimate?

**A.** At the band centre, yes, for every $a>0$. Elsewhere in the band $T_B/T=D$, with $D=(1-a^2)^2+4a^2\sin^2k$. This is below one when $4\sin^2k<2-a^2$, as one sees by expanding the square and dividing by $a^2$. Near the band edges a weak junction therefore transmits more than Bardeen's value. There the return wave no longer opposes the direct one: a round trip contributes $(t'g)^2=a^2e^{2ik}$, which tends to $+a^2$ as $k\to0$ or $k\to\pi$. The half-filled chain has the fully opposed case.

**Q.** Could I rescue the golden-rule formula by inserting the density of states of the joined system?

**A.** At the band centre that gives the right number. A unit source at site 0 of the joined system produces $\psi_0=g-t'g\psi_1$ with $\psi_1=-t'g\psi_0$, hence $\psi_0=g/(1-t'^2g^2)$. The density of states is $-1/\pi$ times the imaginary part of this response. At $k=\pi/2$ it is $1/[\pi t(1+a^2)]$, and

$$4\pi^2a^2t^2\left[\frac{1}{\pi t(1+a^2)}\right]^2=\frac{4a^2}{(1+a^2)^2}.$$

For general $k$, insert $g=-e^{ik}/t$. The density becomes

$$\frac{1}{\pi t}\,\mathrm{Im}\,\frac{1}{e^{-ik}-a^2e^{ik}}=\frac{(1+a^2)\sin k}{\pi t\,D}.$$

The repaired formula then gives $4a^2\sin^2k\,(1+a^2)^2/D^2$, while the correct result is $4a^2\sin^2k/D$. They agree when $D=(1+a^2)^2$, which requires $\sin k=1$. The repair is a property of the band centre and not a general rule.

**Q.** Let us turn to an instrument. A scanning probe changes a distance, not your parameter $a$.

**A.** A link between them has to be assumed. In a one-dimensional (planar) vacuum gap, a tail bound by an energy $\phi$ obeys $(\hbar^2/2m)\psi''=\phi\psi$, so it decays as $e^{-\kappa d}$ with $\kappa=\sqrt{2m\phi}/\hbar$. Suppose that the junction element follows such a tail down to close approach,

$$t'=t\,e^{-\kappa d},$$

where $d$ is the opening measured from the position at which $a=1$. For a weak junction $T\propto e^{-2\kappa d}$, and the slope $S=d\ln T/dd=-2\kappa$ yields the barrier as $\hbar^2S^2/8m$. Apply the same recipe closer in. From $\ln T=\ln4+2\ln a-2\ln(1+a^2)$,

$$\frac{d\ln T}{d\ln a}=2-\frac{4a^2}{1+a^2}=\frac{2(1-a^2)}{1+a^2},\qquad \frac{d\ln a}{dd}=-\kappa .$$

The product of the two is the slope, so the apparent barrier is

$$\phi_{\rm app}=\frac{\hbar^2S^2}{8m}=\phi\left(\frac{1-a^2}{1+a^2}\right)^2=\phi\,(1-T).$$

It falls to zero at $a=1$ although the assumed $\phi$ never changes. The slope of Bardeen's $4a^2$ returns $\phi$ at every distance and misses this effect.

**Q.** Put numbers on it, in units I could read off an instrument.

**A.** Let a gold tip approach a gold adatom, represented by a single s-like channel. The inputs are round and rough: $t=1$ eV, $\phi=5$ eV and $a=0.6$, so $t'=0.6$ eV. Then

$$T=\frac{4(0.36)}{(1.36)^2}=\frac{1.44}{1.8496}=0.779,\qquad T_B=1.44 .$$

With both spins the conductance unit is $2e^2/h=77.48\ \mu$S. The full model gives $77.48\times0.7785=60.3\ \mu$S, while Bardeen's value gives $111.6\ \mu$S, above the single-channel limit. At 10 mV the currents are 0.603 and 1.116 $\mu$A.

The decay constant is $\kappa=11.46$ nm$^{-1}$. The opening is $d=\ln(1/0.6)/\kappa=0.045$ nm, and Bardeen's value passes one at $d=\ln2/\kappa=0.061$ nm. The apparent barrier at $a=0.6$ is $5\,(1-0.7785)=1.11$ eV. At $a=0.5$ it is 1.80 eV, and at $a=0.1$ it is 4.80 eV. These openings and barriers rest on the planar law. Two s-like atomic tails $e^{-\kappa r}/r$ at distance $R$ couple as $e^{-\kappa R}/R$, which multiplies $\phi_{\rm app}$ by $(1+1/\kappa R)^2$ and keeps the factor $1-T$. With $a=1$ at $R=0.288$ nm, the opening at $a=0.6$ is then 0.035 nm and the apparent barrier 1.8 eV, and at $a=0.1$ the apparent barrier is 6.9 eV.

**Q.** Room temperature and a finite voltage will surely blur this.

**A.** Hardly, for these parameters. At fixed $a=0.6$, thermal averaging at 300 K changes $T$ from 0.77855 to 0.77845. The reason is the small curvature found earlier: energies of order $k_BT=0.026$ eV are far below $t$. A bias of 0.1 V, with the two bands shifted by half of it in opposite directions, gives a mean $T$ of 0.7780.

**Q.** What would do real damage?

**A.** The atomic and electronic structure of the junction. Each of the following changes one thing and keeps the rest at the reference values. The strengths are assumed, so these are sensitivities, not predictions for gold.

- Raising the levels of both end atoms by 0.5 eV lowers $T$ to 0.65.
- Alternating the four bonds nearest the junction on each side by 5% about $t$, with the stronger bond next to the junction, lowers $T$ to 0.48. With the weaker bond next to the junction, $T$ rises to 0.99 instead.
- Closing the gap by 0.02 nm with all other bonds fixed multiplies $a$ by $e^{0.02\kappa}$. This raises it to 0.75, and $T$ to 0.92. If only the tip atom moves, and the bond behind it weakens by the same factor, $T$ rises to 0.997.

The second item also touches a premise. If the bonds alternated between $t_1$ and $t_2$ along the whole chain, the energies of the extended states would be $\pm|t_1+t_2e^{iq}|$, with none at $|E|<|t_1-t_2|$. Only states bound to a junction or a chain end can lie in that gap, and they carry no current along a long chain. A half-filled chain would then have no carriers at its Fermi energy, and the question of transmission there would lapse.

**Q.** You also dropped the repulsion between electrons.

**A.** Here is an estimate of one part of it. A repulsion $U$ between electrons on sites 0 and 1 has, in mean field, an exchange term that adds $-Up$ to the junction element. Here $p=\langle c_0^\dagger c_1\rangle$ is the bond order for one spin. Since $p$ is positive here, the added term $-Up$ has the same sign as $-t'$ and so strengthens the bond. For $a=0.6$ the filled levels of the joined chains give $p=0.224$ with 400 sites per side. Going from 200 to 400 sites raises $p$ by 0.0006, and the limit of long chains lies about as much higher again, which does not alter the digits of $a$ and $T$ below. With an assumed screened $U=0.5$ eV,

$$a\to0.6+0.5\times0.224=0.712,\qquad T\to0.893 .$$

This is a first correction on the junction bond alone; iterating it to self-consistency gives $a=0.730$ and $T=0.907$. It does not fix the sign of the full exchange effect. The value $t$ can absorb only the uniform exchange inside the chains, where $p=1/\pi=0.318$. Next to the junction the bond orders alternate, 0.375, 0.286, 0.341, 0.301, with the strong bond first. If the same $U$ acts on these bonds, the first correction gives $T=0.86$ with one bond per side included, 0.81 with four and 0.77 with ten, and it keeps falling as more bonds of a strictly one-dimensional chain are added. The direct term of the same repulsion would raise both end levels by $U$, since each neighbour holds one electron on average. I assume that the positive charge of the atoms cancels it. Without that cancellation $T$ would be 0.79 instead of 0.893, so the estimate depends on this assumption. Correlation beyond mean field is left out.

**Q.** How does all this sit beside a real gold junction?

**A.** A work function near 5 eV is typical of gold, and a one-atom gold contact is known to conduct close to $2e^2/h$, which is the model's value at $a=1$. The choice $a=0.6$ is far from ordinary imaging. A conductance of 10 nS, for example, is thousands of times below $2e^2/h$, and there the relative excess $T/2$ of Bardeen's value is below $10^{-4}$. The example belongs to the last fraction of an ångström before contact. In that range real atoms move under their mutual attraction and may jump together, which breaks the assumption of a rigid gap; the 0.02 nm displacement above shifts $T$ from 0.78 to 0.92, or to 0.997 if it also stretches the bond behind the tip atom. The barrier also drops as the surfaces approach. With 3 eV in place of 5 eV the opening for $a=0.6$ becomes 0.058 nm instead of 0.045 nm, while $T$ at that fixed $a$ is unchanged. The falling apparent barrier is thus a result of this model, and in a measurement it would be mixed with these other causes.

**Q.** If I measure more than $77.5\ \mu$S, have I caught Bardeen theory being right after all?

**A.** No. A real contact may have further orbitals that open additional channels, each with its own transmission of at most one, and their sum may exceed one. The limit applies to each channel. What the two chains show is that a golden-rule value above one, in a junction known to have a single channel, signals missing return crossings and not extra conductance. The remaining figures are in the numerical output.

## Calculated quantities

```
TRANSMISSION AT THE BAND CENTRE (dimensionless)
   a      exact T   Bardeen T_B   T_B/T
  0.10    0.03921    0.04000      1.0201
  0.25    0.22145    0.25000      1.1289
  0.50    0.64000    1.00000      1.5625
  0.60    0.77855    1.44000      1.8496
  0.80    0.95181    2.56000      2.6896
  1.00    1.00000    4.00000      4.0000
  2.00    0.64000   16.00000     25.0000
REAL-TIME CURRENT BETWEEN FINITE FERMI SEAS
  chemical-potential window = 0.4167 t
  a = 0.05: T from current = 0.00991
  a = 0.60: T from current = 0.77792
  a = 1.00: T from current = 0.99998
BARDEEN DOUBLE SUM OVER ISOLATED-CHAIN STATES
  a = 0.49: T_B = 0.9598;  a = 0.51: T_B = 1.0397
  a = 0.60: T_B = 1.4391
  end-site density of states = 0.3182 / t
CROSSING SERIES AT a = 0.60
  up to  1 crossings: T = 1.4371
  up to  3 crossings: T = 0.5893
  up to  5 crossings: T = 0.8514
  up to  7 crossings: T = 0.7516
  up to 61 crossings: T = 0.7774
  fitted a^4 coefficient = -7.995, a^6 = 11.99
EXAMPLE: GOLD TIP AND ADATOM, ROUGH PARAMETERS
  t = 1.00 eV, t' = 0.60 eV, phi = 5.00 eV
  conductance quantum 2e^2/h = 77.481 uS
  conductance: exact 60.32 uS, Bardeen 111.57 uS
  current at 10 mV: exact 0.6032 uA, Bardeen 1.1157 uA
  kappa = 11.456 1/nm
  gap opening from a = 1: 0.0446 nm
  gap opening at Bardeen threshold a = 0.5: 0.0605 nm
  apparent barrier at a = 0.10: 4.804 eV
  apparent barrier at a = 0.50: 1.800 eV
  apparent barrier at a = 0.60: 1.107 eV
NEGLECTED EFFECTS AT a = 0.60
  reference T = 0.77855
  300 K (kT = 0.02585 eV): T = 0.77845
  0.1 V bias with shifted bands: mean T = 0.77802
  end-atom levels shifted 0.5 eV: T = 0.6451
  5% bond alternation, 4 bonds per side: T = 0.4792
  junction bond order per spin = 0.22407
  its change, 200 to 400 sites per side = 6.3e-04
  exchange with 0.5 eV: a = 0.7120, T = 0.8930
  0.02 nm inward relaxation: a = 0.7545, T = 0.9247
  gap opening if barrier is 3 eV: 0.0576 nm
```
